\section*{Why a one-layer step at a twinned disilicide–silicon (111) interface carries a partial}

\section{A distance that changes at a step}

Place a twinned NiSi$_2$ crystal on Si(111), with rough typical lattice parameters, so that each topmost silicon atom has a silicide atom directly above it at 0.235 nm. Now let the silicon surface rise by one (111) layer, and cut the same unbroken silicide crystal to fit. On the upper terrace the nearest silicide atom is 0.314 nm from a topmost silicon atom, and the bond is lost. After a rise of three layers the original structure returns. The same experiment with an untwinned silicide gives the original structure at every height.

The theorem below explains this pattern and identifies the defect that restores the bond after a single layer.

\section{Setting and assumptions}

Silicon has the diamond structure and the disilicide the fluorite structure. Both have a face-centred cubic translation lattice. Let $a$ be the cubic parameter of silicon, $\mathbf n=[111]/\sqrt3$ the interface normal, pointing from silicon into silicide, and $d=a/\sqrt3$ the layer spacing. The assumptions are as follows.

\begin{enumerate}
\item The silicide is coherent: its in-plane lattice is matched to that of silicon. Until the paragraph on misfit in Section 5, its layer spacing is also taken as $d$.
\item The silicide is twinned (type B). Its translation lattice is $L'=RL$, where $L$ is the silicon lattice and $R=2\mathbf n\mathbf n^{T}-1$ is the rotation by $180^\circ$ about $\mathbf n$.
\item Far from the step, the upper terrace is a translated copy of the lower one, with the same atoms in the same registry.
\item Away from the step, both crystals are free of faults.
\end{enumerate}

The third assumption carries the physical content. If the upper terrace may have another registry, the step needs no in-plane shift of the silicide, and the cost appears mainly as interface energy instead.

\paragraph{Theorem.} Let the interface rise by one layer in both crystals. Under these assumptions the step carries a dislocation. Its Burgers vector is fixed up to in-plane lattice vectors, and the shortest choices are
\begin{equation}
\mathbf b=\frac a6[\bar1\bar12],\quad \frac a6[\bar12\bar1],\quad \frac a6[2\bar1\bar1],
\qquad |\mathbf b|=\frac{a}{\sqrt6}.
\label{eq:theorem}
\end{equation}
For a rise of $m$ layers in both crystals, a dislocation-free step is possible if and only if $m$ is a multiple of three.

Here $\mathbf b$ is the shift of the silicide over the upper terrace relative to the silicide over the lower one, with the silicon held fixed. Reversing the sense of the dislocation line reverses the sign of $\mathbf b$. The vectors in \eqref{eq:theorem} are not lattice vectors of either crystal. A dislocation with such a Burgers vector is called a partial, and one whose Burgers vector is a lattice vector is called perfect.

\section{Three lemmas}

\paragraph{Lemma 1 (layers of the two lattices).} Let $P$ be the lattice generated by $\mathbf e_1=\frac a2[1\bar10]$ and $\mathbf e_2=\frac a2[01\bar1]$, and let $\boldsymbol\delta=\frac a6[11\bar2]$. The lattice vectors that climb $m$ layers in silicon and $k$ layers in the silicide are
\begin{align}
\mathbf v&=m(d\,\mathbf n+\boldsymbol\delta)+\mathbf p, &\mathbf p&\in P,\label{eq:v}\\
\mathbf q&=k(d\,\mathbf n-\boldsymbol\delta)+\mathbf p', &\mathbf p'&\in P.\label{eq:q}
\end{align}

\emph{Proof.} The vectors of $L$ are $\frac a2[h\,k'\,l]$ with integer $h,k',l$ and even sum. Their height is
\begin{equation}
\frac a2\,\frac{h+k'+l}{\sqrt3}=d\,\frac{h+k'+l}{2},
\end{equation}
a whole number of layers. Those of zero height have $l=-h-k'$ and equal $h\,\mathbf e_1+(h+k')\,\mathbf e_2$, so they form $P$. The vector $\frac a2[110]$ climbs one layer. Its normal part is $d\,\mathbf n=\frac a3[111]$, and its in-plane part is
\begin{equation}
\frac a2[110]-\frac a3[111]=\frac a6[11\bar2]=\boldsymbol\delta .
\end{equation}
Any two vectors in the same layer differ by a member of $P$, which gives \eqref{eq:v}. The rotation $R$ keeps $\mathbf n$ and reverses every in-plane vector. It therefore maps $P$ onto itself and $\boldsymbol\delta$ to $-\boldsymbol\delta$, which gives \eqref{eq:q}. $\square$

In the language of stacking, silicon moves sideways by $\boldsymbol\delta$ at each layer and the twin by $-\boldsymbol\delta$.

\paragraph{Lemma 2 (closure failure).} If the interface climbs $m$ layers of silicon and $k$ layers of silicide, the Burgers vector is
\begin{equation}
\mathbf b=\mathbf v-\mathbf q=(m+k)\,\boldsymbol\delta+(m-k)\,d\,\mathbf n+\mathbf p'',\qquad \mathbf p''\in P.
\label{eq:general}
\end{equation}

\emph{Proof.} Choose a silicon lattice site on the lower terrace and the silicide lattice site paired with it. Any constant offset between the two belongs to the registry and cancels below, so both sites may be labelled by the zero vector. On the upper terrace an equivalent pair consists of a silicon site $\mathbf v$ and a silicide site $\mathbf q$. Let $\mathbf u_{S}$ and $\mathbf u_{F}$ be the elastic displacements acquired on going from the lower to the upper terrace through silicon and through silicide. The pair has its original registry if
\begin{equation}
\mathbf v+\mathbf u_S=\mathbf q+\mathbf u_F
\quad\Longrightarrow\quad
\mathbf u_F-\mathbf u_S=\mathbf v-\mathbf q .
\end{equation}
The left side of the second equation is the total displacement collected on a closed circuit around the step, up through the silicide and back through the silicon. A non-zero total is the defining property of a dislocation, and its value is the Burgers vector. Inserting \eqref{eq:v} and \eqref{eq:q} gives \eqref{eq:general}. $\square$

\paragraph{Lemma 3 (shortest members).} The vector $\boldsymbol\delta$ is not in $P$, but $3\boldsymbol\delta$ is. The shortest vectors of the set $-\boldsymbol\delta+P$ are the three in \eqref{eq:theorem}.

\emph{Proof.} Comparing components gives
\begin{equation}
\boldsymbol\delta=\tfrac13\mathbf e_1+\tfrac23\mathbf e_2,
\end{equation}
so $\boldsymbol\delta$ has fractional coefficients while $3\boldsymbol\delta=\mathbf e_1+2\mathbf e_2$ has integer ones. A member of $-\boldsymbol\delta+P$ has the form $(A\mathbf e_1+B\mathbf e_2)/3$, where $A$ leaves remainder 2 and $B$ remainder 1 on division by three. Since $\mathbf e_1^2=\mathbf e_2^2=a^2/2$ and $\mathbf e_1\cdot\mathbf e_2=-a^2/4$, its squared length is
\begin{equation}
\frac19\left(\frac{a^2}{2}A^2+\frac{a^2}{2}B^2-\frac{a^2}{2}AB\right)
=\frac{a^2}{18}\,N,\qquad N=A^2-AB+B^2 .
\end{equation}
With these remainders, $N$ leaves the same remainder as $4-2+1=3$, that is, zero. It is positive, because $A$ and $B$ are not zero, so $N\ge3$ and the length is at least $a/\sqrt6$.

For equality write $4N=(2A-B)^2+3B^2=12$. This allows $B=\pm2$ with $2A=B$, or $B=\pm1$ with $2A-B=\pm3$. The solutions with the required remainders are $(A,B)=(-1,-2)$, $(-1,1)$ and $(2,1)$. They give $\frac a6[\bar1\bar12]$, $\frac a6[\bar12\bar1]$ and $\frac a6[2\bar1\bar1]$. $\square$

\section{Proof of the theorem and its neighbouring cases}

\emph{Proof.} For a one-layer step put $m=k=1$ in \eqref{eq:general}. The normal part vanishes and
\begin{equation}
\mathbf b=2\boldsymbol\delta+\mathbf p''=-\boldsymbol\delta+(3\boldsymbol\delta+\mathbf p'').
\end{equation}
The bracket is in $P$, so $\mathbf b$ belongs to $-\boldsymbol\delta+P$. This set does not contain zero, and by Lemma 3 its shortest members are those in \eqref{eq:theorem}. For $m=k$ in general, $\mathbf b=2m\boldsymbol\delta+\mathbf p''$. By Lemma 3 this can be zero if and only if $2m$, and hence $m$, is divisible by three. $\square$

\paragraph{Remark 1 (a search with atoms).} The result was tested without using \eqref{eq:general}. Atoms of both crystals were placed explicitly, and the silicide above a raised terrace was given 144 trial shifts covering the in-plane cell. Distances from silicon surface atoms to silicide atoms were compared with those on the lower terrace. For one layer a single trial shift restored them, $0.6667\,\mathbf e_1+0.3333\,\mathbf e_2$. This is the third vector in \eqref{eq:theorem}. For two layers the shift was $0.3333\,\mathbf e_1+0.6667\,\mathbf e_2=\boldsymbol\delta$, and for three layers it was zero. The outcome was the same for two terminations, with interface metal atoms bonded to seven or to five silicon atoms. This agrees with the proof, which uses lattice translations and not the atoms attached to them.

\paragraph{Remark 2 (an extra or missing silicide layer).} Could a step avoid the partial if the silicide climbs a different number of layers? With $m=1$, equation \eqref{eq:general} has in-plane part $(1+k)\boldsymbol\delta+\mathbf p''$ and normal part $(1-k)d\,\mathbf n$. For $k\neq1$ the normal part alone gives
\begin{equation}
|\mathbf b|^2\ge(1-k)^2\frac{a^2}{3}\ge\frac{a^2}{3}>\frac{a^2}{6}.
\end{equation}
No such step is free of a dislocation, and each has a longer Burgers vector. For $k=0$ the shortest length is $\sqrt{1/6+1/3}\,a=0.707a$. For $k=2$ the in-plane part can vanish, leaving $a/\sqrt3=0.577a$. The partial has $0.408a$. In this sense it is the minimal defect of a one-layer silicon step.

\paragraph{Remark 3 (the untwinned interface).} For type A, $L'=L$, and \eqref{eq:q} has $+\boldsymbol\delta$ in place of $-\boldsymbol\delta$. With $k=m$ one may choose $\mathbf q=\mathbf v$, so $\mathbf b=0$ is allowed at every step height. The partial therefore comes from the reversal of the stacking direction, not from the step alone.

\paragraph{Remark 4 (three single steps).} The three vectors in \eqref{eq:theorem} add to zero. Three successive one-layer steps that carry one of each can merge into a three-layer step with no net dislocation. If all three carry the same vector, the sum is $-3\boldsymbol\delta$ or its equivalent by rotation, a lattice vector in $P$. The merged step then contains a perfect dislocation, which the step geometry does not require.

\paragraph{Remark 5 (character of the line).} For a step along $[1\bar10]$, the vector $\frac a6[\bar1\bar12]$ is perpendicular to the line, so the dislocation is pure edge. The other two make an angle of $30^\circ$ with the line, since the cosine has magnitude $3/(\sqrt6\sqrt2)=\sqrt3/2$. They are of mixed character. The closure condition alone does not select among the three.

\section{The example: twinned NiSi$_2$ on Si(111)}

Take $a=0.543$ nm for silicon and $a_f=0.541$ nm for the silicide. The step height and Burgers vector are
\begin{equation}
d=\frac{0.543}{\sqrt3}=0.3135\ \text{nm},\qquad
|\mathbf b|=\frac{0.543}{\sqrt6}=0.2217\ \text{nm}.
\end{equation}

The distances in the opening can now be read. In the sevenfold model the lowest silicide atom is silicon, directly above a topmost substrate atom at $\frac34d=\sqrt3a/4=0.2351$ nm. Metal atoms occupy points of $L'$. After a one-layer rise, the substrate atom is at $d\,\mathbf n+\boldsymbol\delta$. The unshifted silicide has metal atoms at $2d\,\mathbf n-2\boldsymbol\delta+P$. Because $3\boldsymbol\delta\in P$, one of them is at $2d\,\mathbf n+\boldsymbol\delta$, directly overhead at distance $d=0.3135$ nm. The lowest silicide silicon atoms are displaced sideways by at least $a/\sqrt6$ and are slightly farther away, at $\sqrt{1/6+3/16}\,a=0.595a$ against $d=0.577a$. The wrong registry thus puts a metal atom above the dangling bond, one layer spacing away. These are distances between unrelaxed atoms. Lowering the film by $d/4$ would bring this metal atom to $\frac34d=0.2351$ nm, so a metal--silicon bond might form there, giving the metal atom eight silicon neighbours, but the original structure would not return. The film over the upper terrace would then be displaced by $d/4=0.078$ nm along the normal, so the step would carry a shorter Burgers vector, of the size of $\frac{a}{12}[111]$.

\paragraph{Misfit.} A coherent film has in-plane strain $e=a/a_f-1$ and a free surface. In isotropic elasticity, with Lam\'e constant $\lambda$ and shear modulus $\mu$, zero normal stress requires
\begin{equation}
\lambda(2e+e_z)+2\mu e_z=0
\quad\Longrightarrow\quad
e_z=-\frac{2\lambda}{\lambda+2\mu}\,e=-\frac{2\nu}{1-\nu}\,e ,
\end{equation}
where the last form uses $\lambda=2\mu\nu/(1-2\nu)$. The film spacing is $d_f=(a_f/\sqrt3)(1+e_z)$. Replacing $d$ by $d_f$ in \eqref{eq:q} leaves the in-plane argument unchanged and adds to $\mathbf b$ a normal part $m(d-d_f)$.

With $\nu=0.33$, $d_f=0.3112$ nm. The normal part for one layer is $0.3135-0.3112=0.0023$ nm, about 1\% of the in-plane part, and it tilts $\mathbf b$ out of the interface by $0.6^\circ$. A three-layer step keeps a normal part of 0.007 nm, so the statement that it is free of a dislocation holds for matched spacings. On heating by 500 K, with a rough expansion difference of $10^{-5}$ K$^{-1}$, the misfit $a_f/a-1$ goes from $-0.37\%$ to $+0.13\%$. The normal part changes sign, to $-0.0008$ nm. The required partial is unaffected.

\paragraph{When the wrong registry may survive.} Let $\gamma$ be the extra energy per area of the wrong registry left by a one-layer rise. A two-layer rise leaves a different one, with its own energy. A terrace of width $w$ without the partial costs $\gamma w$ per length of step. The competing cost is the energy $E$ of the partial, taken here as pure edge. The mixed choices of Remark 5 cost about a quarter less in the same estimate, because the energy of a screw part lacks the factor $1/(1-\nu)$. For a straight edge dislocation in an infinite isotropic medium, try the Airy function $\phi=-D\,r\ln r\,\sin\theta$. It gives
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad
\sigma_{r\theta}=\frac{D\cos\theta}{r}.
\end{equation}
Put $K=(1-2\nu)D/2\mu$. In plane strain $e_{rr}=e_{\theta\theta}=-K\sin\theta/r$. Integrating first $e_{rr}$ and then $e_{\theta\theta}$ gives, apart from a rigid motion,
\begin{align}
u_r&=-K\sin\theta\ln r+f(\theta),\\
u_\theta&=K\cos\theta(1-\ln r)-\int f\,d\theta .
\end{align}
The shear strain $2e_{r\theta}=D\cos\theta/(\mu r)$ then requires
\begin{equation}
f'+\int f\,d\theta=\left(\frac D\mu+2K\right)\cos\theta=\frac{2(1-\nu)D}{\mu}\cos\theta ,
\end{equation}
which is solved by $f=(1-\nu)(D/\mu)\,\theta\cos\theta$. One turn changes $u_r$ at $\theta=0$ by $2\pi(1-\nu)D/\mu$. Setting this equal to $b$ gives $D=\mu b/[2\pi(1-\nu)]$. The energy density is
\begin{equation}
\frac{1}{4\mu}\left[\sigma_{rr}^2+\sigma_{\theta\theta}^2+2\sigma_{r\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2\right]
=\frac{D^2}{2\mu r^2}(1-2\nu\sin^2\theta).
\end{equation}
Its integral over $\theta$ is $\pi(1-\nu)D^2/(\mu r^2)$. Multiplying by $r\,dr$ and integrating from a core radius $r_c$ to an outer radius $R_o$ yields
\begin{equation}
E=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac{R_o}{r_c},\qquad w\sim\frac E\gamma .
\end{equation}

With $\mu=60$ GPa, $R_o=20$ nm (the scale of a film thickness) and $r_c=b$, $E\approx1.6$ nJ/m. For a chosen $\gamma=0.3$ J/m$^2$, $w\sim1.6/0.3\approx5$ nm. With the other inputs fixed, $\gamma=0.1$ and $1.0$ J/m$^2$ give about 16 and 2 nm. The estimate counts one partial per terrace. An island is bounded by two steps and needs two partials. Without their interaction this would double the width. Opposite partials attract, which lowers it again when the island is narrower than $R_o$. These are orders of magnitude: core energy, the work of the misfit stress, the free surface, elastic anisotropy and the interaction with neighbouring steps are left out, and $\gamma$ was not calculated. For terraces much wider than $w$ the dislocated step is favoured in this estimate. The misfit work is not small. The coherent film carries a biaxial stress $\sigma=2\mu e(1+\nu)/(1-\nu)\approx0.88$ GPa at room temperature, and a partial with edge part $b_e$ under a film of thickness $h$ changes the energy by $\pm\sigma b_eh$ per length. For $h=20$ nm this is 3.9 nJ/m for the edge vector and 2.0 nJ/m for the mixed ones, more than their line energies of 1.6 and 1.2 nJ/m. The edge parts of the three vectors are $-b$, $b/2$ and $b/2$, so one choice always relieves the misfit. For a single step the widths above therefore apply only to films thinner than roughly 5 to 10 nm or at a temperature where the misfit is small. In a thicker film at room temperature the relieving partial is favoured at any width.

\paragraph{Relation to real films.} NiSi$_2$ and CoSi$_2$ both grow epitaxially on Si(111), and both can form the twinned orientation. The lattice parameters used here are rough typical values for NiSi$_2$, and the elastic and thermal inputs are rougher. The theorem rests on equal registry on both terraces. By the estimate above, this assumption may fail on terraces of a few nanometres when the film is thin or nearly matched, so that the misfit work is small. The in-plane part of the Burgers vector then changes from 0.22 nm to zero, not by a small correction. While the film is coherent, misfit adds a normal part of about 1\% of the vector for the NiSi$_2$ parameters used here, and of about 3\% for CoSi$_2$, whose misfit is near $-1.2\%$. A film can relax its misfit through dislocations. The step partials may take part, since they can have an edge component in the interface. If other dislocations are present, a circuit must be drawn close enough to the step to exclude them. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
GEOMETRY (from the atomistic search)
in-plane part delta of a/2[110], in a/6: [1 1 -2]
metal coordinations built: [7, 5]
trial shifts per search: 144
type B, 1-layer step: shift = 0.6667 e1 + 0.3333 e2, shortest |b| = 0.4082 a
type B, 2-layer step: shift = 0.3333 e1 + 0.6667 e2, shortest |b| = 0.4082 a
type B, 3-layer step: shift = 0.0000 e1 + 0.0000 e2, shortest |b| = 0.0000 a
type A, 1 to 3 layers: restoring shift is a lattice vector (b = 0)
shortest Burgers vector, one layer, in a/6: [-1 -1 2]
shortest Burgers vector, one layer, in a/6: [-1 2 -1]
shortest Burgers vector, one layer, in a/6: [2 -1 -1]
Si climbs 1, silicide climbs 0: shortest |b| = 0.7071 a
Si climbs 1, silicide climbs 1: shortest |b| = 0.4082 a
Si climbs 1, silicide climbs 2: shortest |b| = 0.5774 a
Si climbs 1, silicide climbs 3: shortest |b| = 1.2247 a
EXAMPLE: type B NiSi2 on Si(111), rough typical inputs
silicon lattice parameter: 0.543 nm
silicide lattice parameter: 0.541 nm
one-layer step height in silicon: 0.3135 nm
Burgers vector length a/sqrt(6): 0.2217 nm
bond across interface, right registry: 0.2351 nm
nearest distance from top Si atom, wrong registry: 0.3135 nm
NEGLECTED EFFECTS
Poisson ratio: 0.33; shear modulus: 60 GPa
misfit at room temperature: -0.37 %
coherent film layer spacing: 0.3112 nm
normal part of b, one layer: 0.0023 nm
normal part / in-plane b: 1.03 %
tilt of b out of the interface: 0.59 degrees
normal part of b, three layers: 0.0069 nm
expansion difference: 1.0e-05 1/K
heating above room temperature: 500 K
misfit when hot: 0.13 %
normal part of b when hot, one layer: -0.0008 nm
outer radius: 20 nm; core radius: 0.2217 nm
edge-dislocation energy per length: 1.58 nJ/m
extra interface energy 0.1 J/m2: crossover terrace width 15.8 nm
extra interface energy 0.3 J/m2: crossover terrace width 5.3 nm
extra interface energy 1.0 J/m2: crossover terrace width 1.6 nm
\end{verbatim}
